# Threshold current and output power of a quantum-well laser

## Problem

A semiconductor laser has a straight cavity between two equal, partly reflecting facets. Its light is amplified by electrons and holes recombining in thin quantum wells. The device is described by the following round model parameters.

- Number of wells $n_w=3$, each of thickness $d=8.0\times10^{-9}\ \mathrm{m}$
- Stripe width $w=2.0\times10^{-6}\ \mathrm{m}$ and cavity length $L=5.0\times10^{-4}\ \mathrm{m}$
- Threshold carrier density $N_{th}=2.5\times10^{24}\ \mathrm{m^{-3}}$
- Carrier lifetime at threshold $\tau=1.5\times10^{-9}\ \mathrm{s}$
- Injection efficiency $\eta_i=0.80$
- Power reflectivity of each facet $R=0.30$
- Internal loss of the guided light $\alpha_i=1000\ \mathrm{m^{-1}}$
- Vacuum wavelength $\lambda=1.55\times10^{-6}\ \mathrm{m}$

The carrier density $N$ is the number of electron–hole pairs per volume of well material. The injection efficiency is the fraction of the current that delivers carriers to the wells. The lifetime is defined by writing the recombination rate per volume, without stimulated emission, as $R_{rec}(N_{th})=N_{th}/\tau$.

The laser runs continuously in one mode at constant temperature. Take $\eta_i$ as independent of current, $N$ as uniform in the wells, and the gain as a rising function of $N$ alone. Neglect spontaneous emission into the lasing mode until part (e).

(a) Find the threshold current $I_{th}$.

(b) Find the slope of output power against current above threshold.

(c) Find the total output power and the power per facet at $I=30\ \mathrm{mA}$, and account for the whole current.

(d) Let $R_{rec}=AN+BN^2+CN^3$, with $A=1.0\times10^{8}\ \mathrm{s^{-1}}$, $B=1.0\times10^{-16}\ \mathrm{m^3\,s^{-1}}$, and $C$ fixed by the given lifetime at threshold. Find the carrier density at $6\ \mathrm{mA}$. What threshold would follow if the differential lifetime $1/(dR_{rec}/dN)$ were used in place of $\tau$?

(e) How does spontaneous emission into the mode change the picture?

## Solution

### (a) Threshold current

Carriers are stored in the wells, so the active volume contains the wells and not the barriers between them:

$$
V=n_w\,d\,w\,L=3(8.0\times10^{-9})(2.0\times10^{-6})(5.0\times10^{-4})\ \mathrm{m^3}
=2.40\times10^{-17}\ \mathrm{m^3}.
$$

A current $I$ carries $I/q$ electrons per second, where $q$ is the elementary charge. Of these, $\eta_iI/q$ reach the wells. In the steady state they are removed at the same rate, either by recombination without stimulated emission or by stimulated emission:

$$
\frac{\eta_i I}{q}=V R_{rec}(N)+R_{st}. \tag{1}
$$

Here $R_{st}$ is the net number of stimulated emissions per second in the whole device, that is, emissions minus the reverse absorptions.

At threshold the density has just reached $N_{th}$, while the light in the mode is still too weak for $R_{st}$ to matter. Setting $R_{st}=0$ and $R_{rec}=N_{th}/\tau$ gives

$$
\frac{\eta_i I_{th}}{q}=\frac{VN_{th}}{\tau}
\quad\Longrightarrow\quad
I_{th}=\frac{qVN_{th}}{\eta_i\tau}. \tag{2}
$$

The wells then hold $VN_{th}=6.0\times10^{7}$ electron–hole pairs, which recombine at $4.0\times10^{16}$ per second. Hence

$$
I_{th}=\frac{(1.602\times10^{-19}\ \mathrm{C})(6.0\times10^{7})}{0.80\,(1.5\times10^{-9}\ \mathrm{s})}
=8.01\times10^{-3}\ \mathrm{A}=8.01\ \mathrm{mA}.
$$

The inputs justify about two digits; a third is kept so that the later arithmetic can be followed. The efficiency stands in the denominator because carriers that miss the wells must be supplied as well. Without it one would obtain $6.41\ \mathrm{mA}$, which is the part of the threshold current that recombines in the wells.

Equation (2) is proportional to $L$ at fixed $N_{th}$, but $N_{th}$ itself depends on the cavity. A shorter cavity loses more light per length through its facets, as shown next, and so needs a higher density. The given $N_{th}$ therefore belongs to this cavity and cannot be carried over unchanged to another length.

### (b) Slope above threshold

**The gain is fixed by the losses.** Let $P_+(z)$ and $P_-(z)$ be the powers travelling to the right and to the left. The modal gain $G$ is the gain per length of the guided light. It already allows for the fact that only part of the light overlaps the wells. With net gain $\gamma=G-\alpha_i$,

$$
\frac{dP_+}{dz}=\gamma P_+,\qquad \frac{dP_-}{dz}=-\gamma P_-. \tag{3}
$$

The minus sign appears because the left-going wave grows towards smaller $z$. The facets impose

$$
P_+(0)=R\,P_-(0),\qquad P_-(L)=R\,P_+(L). \tag{4}
$$

Follow the light through one round trip. The first pass gives $P_+(L)=P_+(0)e^{\gamma L}$. Reflection multiplies this by $R$, and the return pass multiplies it by $e^{\gamma L}$, so $P_-(0)=R\,P_+(0)e^{2\gamma L}$. The second reflection must restore the starting power:

$$
P_+(0)=R^2e^{2\gamma L}P_+(0)
\quad\Longrightarrow\quad
R^2e^{2\gamma L}=1
\quad\Longrightarrow\quad
\gamma=\frac1L\ln\frac1R\equiv\alpha_m. \tag{5}
$$

The quantity $\alpha_m$ is the mirror loss, which is the facet loss spread over the length of the cavity. Since $\gamma=G-\alpha_i$, the required gain is $G=\alpha_i+\alpha_m$.

This condition does not contain the power. A steadily lasing device has the same gain at any power, and because the gain rises with $N$ alone, it also has the same density $N_{th}$. The density is said to be clamped.

**Extra carriers become stimulated photons.** With $N=N_{th}$, equation (1) above threshold reads

$$
\frac{\eta_i I}{q}=\frac{VN_{th}}{\tau}+R_{st}.
$$

By equation (2), the first term on the right equals $\eta_iI_{th}/q$. Subtracting it from both sides gives

$$
R_{st}=\frac{\eta_i(I-I_{th})}{q}. \tag{6}
$$

**Only part of the light escapes.** The power leaving both facets is

$$
P=(1-R)\left[P_+(L)+P_-(0)\right].
$$

By equation (4), $RP_+(L)=P_-(L)$ and $RP_-(0)=P_+(0)$. Therefore

$$
\begin{aligned}
P&=P_+(L)-P_-(L)+P_-(0)-P_+(0)\\
&=\int_0^L\frac{d}{dz}(P_+-P_-)\,dz
=\gamma\int_0^L(P_++P_-)\,dz=\alpha_mU,
\end{aligned}
$$

where equation (3) was used in the second line and $U=\int_0^L(P_++P_-)\,dz$. Stimulated emission generates the power $GU=(\alpha_m+\alpha_i)U$, and $\alpha_iU$ is lost inside. The escaping fraction is

$$
\eta_m=\frac{\alpha_mU}{(\alpha_m+\alpha_i)U}=\frac{\alpha_m}{\alpha_m+\alpha_i}. \tag{7}
$$

The powers were allowed to vary along the cavity; only the gain and the internal loss were taken as uniform.

Each photon carries the energy $hc/\lambda$, so $P=\eta_m(hc/\lambda)R_{st}$. With equation (6),

$$
P=\eta_i\,\frac{\alpha_m}{\alpha_m+\alpha_i}\,\frac{hc}{q\lambda}\,(I-I_{th}),\qquad I>I_{th}. \tag{8}
$$

**Numbers.** The mirror loss and the escaping fraction are

$$
\alpha_m=\frac{\ln(1/0.30)}{5.0\times10^{-4}\ \mathrm{m}}=2408\ \mathrm{m^{-1}},\qquad
\eta_m=\frac{2408}{2408+1000}=0.707.
$$

The photon energy is

$$
\frac{hc}{\lambda}=\frac{(6.626\times10^{-34}\ \mathrm{J\,s})(2.998\times10^{8}\ \mathrm{m\,s^{-1}})}{1.55\times10^{-6}\ \mathrm{m}}
=1.282\times10^{-19}\ \mathrm{J}.
$$

Divided by $q$, this is $0.800\ \mathrm{V}$, which is the same as $0.800\ \mathrm{W/A}$. The slope is

$$
\frac{dP}{dI}=0.80\times0.707\times0.800\ \mathrm{W/A}=0.452\ \mathrm{W/A}.
$$

If every additional electron produced one escaping photon, the slope would be $0.800\ \mathrm{W/A}$. Imperfect injection and internal loss reduce it. For $\alpha_i\ll\alpha_m$ the escaping fraction tends to one and only the injection factor remains. For $\alpha_i\gg\alpha_m$ nearly all the light is absorbed or scattered inside, and the slope tends to zero. A higher facet reflectivity lowers $\alpha_m$. This lowers the required gain, and with it the threshold, but it also lowers the slope.

### (c) Power at 30 mA

The current above threshold is $30.00-8.01=21.99\ \mathrm{mA}$. Equation (8) gives

$$
P=(0.452\ \mathrm{W/A})(2.199\times10^{-2}\ \mathrm{A})=9.94\times10^{-3}\ \mathrm{W}=9.94\ \mathrm{mW}.
$$

The facets are equal, so the cavity is symmetric and each facet emits half of this, $4.97\ \mathrm{mW}$.

The current of $30\ \mathrm{mA}$ divides into four parts:

- $(1-\eta_i)I=6.00\ \mathrm{mA}$ misses the wells.
- $\eta_iI_{th}=6.41\ \mathrm{mA}$ recombines in the wells without stimulated emission. This part stays constant above threshold because the density is clamped.
- $(1-\eta_m)\eta_i(I-I_{th})=5.16\ \mathrm{mA}$ makes photons that are lost inside.
- $\eta_m\eta_i(I-I_{th})=12.43\ \mathrm{mA}$ makes photons that escape.

The parts add up to $30.00\ \mathrm{mA}$. Multiplying the last one by $0.800\ \mathrm{V}$ returns the output power of $9.94\ \mathrm{mW}$.

The number of escaping photons per electron of the whole current is $12.43/30.00=0.41$. For each additional electron it is $\eta_i\eta_m=0.57$. The two differ because the first also carries the fixed cost of reaching threshold. Their ratio is $1-I_{th}/I$, which approaches one when $I\gg I_{th}$.

For the same reason the power is linear in the current but not proportional to it. Equation (8) gives $5.42\ \mathrm{mW}$ at $20\ \mathrm{mA}$ and $14.46\ \mathrm{mW}$ at $40\ \mathrm{mA}$, so doubling the current multiplies the power by about 2.7.

### (d) Below threshold, and the choice of lifetime

At $6\ \mathrm{mA}$ equation (8) would give a negative power, which shows that it does not apply. The density is not clamped there and must be found from equation (1) with $R_{st}=0$. Dividing that equation by its value at threshold gives

$$
\frac{R_{rec}(N)}{R_{rec}(N_{th})}=\frac{I}{I_{th}}=\frac{6.00}{8.01}=0.749. \tag{9}
$$

Let $x=N/N_{th}$. Since $R_{rec}(N_{th})=N_{th}/\tau$, the left side is

$$
\frac{\tau}{N_{th}}\left(AN_{th}x+BN_{th}^2x^2+CN_{th}^3x^3\right)
=A\tau\,x+BN_{th}\tau\,x^2+CN_{th}^2\tau\,x^3.
$$

The first two coefficients are $A\tau=0.150$ and $BN_{th}\tau=0.375$. At $x=1$ the sum must be one, so the third is $1-0.150-0.375=0.475$. Equation (9) becomes

$$
0.150\,x+0.375\,x^2+0.475\,x^3=0.749.
$$

The left side rises steadily for positive $x$, so there is one positive root. A numerical solution gives $x=0.8815$; inserting it yields $0.132+0.291+0.325=0.749$ with unrounded terms. The density is thus 88% of $N_{th}$, although the current is only 75% of $I_{th}$. A constant lifetime would have given 75% for both. The difference arises because the recombination rate grows faster than in proportion to $N$.

The differential lifetime $\tau_d$ follows from the slope of the same polynomial at $x=1$:

$$
\frac{\tau}{\tau_d}=0.150+2(0.375)+3(0.475)=2.325
\quad\Longrightarrow\quad
\tau_d=6.45\times10^{-10}\ \mathrm{s}.
$$

It describes how fast a small disturbance of the density decays when stimulated emission is absent. Threshold requires the total recombination rate, not its slope. Putting $\tau_d$ into equation (2) would give $18.6\ \mathrm{mA}$, too large by the factor 2.325. The two lifetimes agree if $R_{rec}$ is proportional to $N$.

The polynomial is a model law. At $N_{th}$ each well holds $2\times10^{16}$ electrons per square metre. For a light electron mass such as $0.045\,m_0$ this gas is degenerate at room temperature, and the radiative rate then grows more slowly than $N^2$. The values of $x$ and $\tau_d$ depend on the assumed law, while the results of parts (a) to (c) do not.

### (e) Spontaneous emission into the mode

Let $S$ be the number of photons in the mode, $v_g$ their group velocity, and $R_{sp}$ the number of photons per second added to the mode by spontaneous emission. Gain and loss per length become rates when multiplied by $v_g$. In the steady state,

$$
0=v_g(G-\alpha_m-\alpha_i)S+R_{sp}
\quad\Longrightarrow\quad
\alpha_m+\alpha_i-G=\frac{R_{sp}}{v_gS}. \tag{10}
$$

The gain therefore stays slightly below the loss, and spontaneous emission supplies the difference. As $S$ grows the difference shrinks, and the clamping becomes sharper. Below threshold the difference is large and $S$ is small.

To put numbers to this, take $v_g=c/3.5$, $R_{sp}=\beta VBN^2$ with $\beta=10^{-5}$, and a gain proportional to $\ln(N/N_{tr})$ with $N_{tr}=1.5\times10^{24}\ \mathrm{m^{-3}}$. Scale the gain so that it equals $\alpha_m+\alpha_i$ at $N_{th}$. The carrier and photon rate equations, with the recombination law of part (d), were integrated in time by an implicit Runge–Kutta method for $40\ \mathrm{ns}$ at constant current. The final power is $P=(hc/\lambda)v_g\alpha_mS$.

At $6\ \mathrm{mA}$ the mode emits $4.3\times10^{-8}\ \mathrm{W}$. At $30\ \mathrm{mA}$ it emits $9.94\ \mathrm{mW}$, with $N/N_{th}=1.00000$ to the digits shown. For these parameters, neglecting spontaneous emission into the mode does not change the answer to part (c) at the precision quoted. The small power at $6\ \mathrm{mA}$ refers to the lasing mode alone, not to all the spontaneous light leaving the device. It is only a rough figure. Equation (10) spreads the facet loss evenly over the cavity, which part (b) justifies only for $\gamma=\alpha_m$. Following the travelling waves with the same spontaneous source gives about 8% more power at $6\ \mathrm{mA}$. More important, $\beta$ was chosen as a round number. Spontaneous and stimulated emission into a mode are linked, and where the wells have net gain, $R_{sp}$ must be at least $v_gG$. The value used here is about half of that. Doubling $R_{sp}$ roughly doubles the power at $6\ \mathrm{mA}$ but leaves the power at $30\ \mathrm{mA}$ at $9.94\ \mathrm{mW}$.

### When the straight line fails

Equation (8) rests on a constant $N_{th}$, $\tau$, $\eta_i$ and $\alpha_i$. If heating raises $N_{th}$ or lowers $\eta_i$ as the current grows, the power falls below the line. If the gain also decreases with the photon number, the density must rise above $N_{th}$ to keep $G=\alpha_m+\alpha_i$. More carriers then recombine without stimulated emission, and equation (6) overestimates $R_{st}$. The density was also taken as uniform. For $R=0.30$ the light is about 19% stronger at the facets than at the centre, so under uniform pumping the density sags near the facets, and only the gain averaged over the length is clamped. A local carrier balance with the laws of parts (d) and (e) gives $N/N_{th}=0.96$ at the facets and $1.02$ in the middle at $30\ \mathrm{mA}$, while the power changes only to $9.93\ \mathrm{mW}$. When the current changes quickly, the storage of carriers and photons must be kept, and the steady balances used here no longer suffice.

All numerical values are calculated from the stated model.
